# Surface Green's functions of a dimerized lead with either termination

## Problem

A lead is a semi-infinite chain of sites $n=1,2,3,\dots$ with one orbital per site. All on-site energies are equal and taken as zero. Electrons do not interact, spin plays no part, and neighbouring sites are joined by real positive hoppings that alternate between $t_1$ and $t_2$, as in the Su–Schrieffer–Heeger (SSH) model. The chain can be cut in two ways:

- termination A has the bonds $t_1,t_2,t_1,\dots$, counted from the end;
- termination B has the bonds $t_2,t_1,t_2,\dots$.

Let $H$ be the Hamiltonian of the cut chain. Its surface Green's function is the end-site element

$$g(z)=\langle 1|(z-H)^{-1}|1\rangle ,$$

and the retarded function at real energy $E$ is the limit $z\to E$ from $\operatorname{Im}z>0$.

(a) Find $g_A(z)$ and $g_B(z)$.

(b) For $t_1<t_2$, decide which of them has a pole in the gap, and find its residue. What changes when $t_1\ge t_2$?

(c) A single level at zero energy is attached to the end site by a hopping $t_c$. The lead then acts on it through the self-energy $\Sigma=t_c^2g$. Where are the bound states in the gap for each termination?

Use $t_1=0.9$ eV, $t_2=1.5$ eV and $t_c=0.3$ eV as an example. These are round model parameters.

## A first estimate by scaling

It helps to know what a residue means here. Expanding in eigenstates of $H$ gives

$$g(z)=\int\frac{\rho(E)\,dE}{z-E},\qquad \rho(E)\ge0,\qquad \int\rho(E)\,dE=1,$$

where $\rho$ is the local density of states on the end site. A pole of $g$ is a bound state, and its residue is the probability of finding that state on the end site.

Take $t_1\to0$ first. In termination A the end site is then isolated and has a level at zero energy, with residue 1. In termination B the end site belongs to a dimer with levels $\pm t_2$, and nothing lies at zero. This suggests a midgap pole for A and none for B.

Now let $t_1$ grow while it stays below $t_2$. The bands of the infinite chain follow from its two-site cell,

$$E^2=|t_1+t_2e^{ik}|^2=t_1^2+t_2^2+2t_1t_2\cos k ,$$

so they occupy $b<|E|<a$, with

$$a=t_1+t_2,\qquad b=|t_2-t_1| .$$

The midgap state of A leaks into the chain. The leak from one strong dimer to the next is driven by the weak bond $t_1$ and opposed by the energy distance $b$ to the band. The state should therefore reach about $t_1/b$ cells beyond the first, or

$$1+\frac{t_1}{t_2-t_1}=\frac{t_2}{t_2-t_1}$$

cells in all. If its weight is shared among that many cells, the residue is roughly

$$Z_{\rm est}=\frac{t_2-t_1}{t_2}=1-\frac{t_1}{t_2}.$$

For the example, $t_1/t_2=0.6$ and $Z_{\rm est}=0.4$. Scaling fixes neither numerical factors nor the precise dependence on $t_1/t_2$.

For part (c), the level couples to the end state of A through the amplitude of that state on the end site, which is $\sqrt Z$. Two degenerate levels coupled by $t_c\sqrt Z$ split to $\pm t_c\sqrt Z$. With termination B there is no partner, so the level should stay near zero.

## Exact solution

### Recursion between the two terminations

Solve $(z-H)x=|1\rangle$ for termination A. Its first component is $x_1=g_A$. The equation on site 1 is

$$z x_1-t_1x_2=1 .$$

On the remaining sites, the term $t_1x_1$ acts as a source at site 2. The chain that starts at site 2 has $t_2$ as its first bond, so it is a B chain, and $x_2=g_B\,t_1x_1$. Inserting this gives the first relation below. The same argument with the hoppings exchanged gives the second:

$$z g_A-t_1^2g_Ag_B=1,\qquad z g_B-t_2^2g_Ag_B=1. \tag{1}$$

The second relation means $g_B=1/(z-t_2^2g_A)$. Put this into the first and multiply by $z-t_2^2g_A$:

$$z g_A(z-t_2^2g_A)-t_1^2g_A=z-t_2^2g_A .$$

Collecting powers of $g_A$,

$$z t_2^2g_A^2-(z^2+\Delta)g_A+z=0,\qquad \Delta=t_2^2-t_1^2. \tag{2}$$

The discriminant is a difference of squares:

$$(z^2+\Delta)^2-4z^2t_2^2=\big[(z-t_2)^2-t_1^2\big]\big[(z+t_2)^2-t_1^2\big]=(z^2-a^2)(z^2-b^2).$$

Its zeros are the band edges.

### Choice of the root

For $c=a$ or $b$, define $s_c(z)=\sqrt{z-c}\,\sqrt{z+c}$ with principal square roots. This function behaves as $z$ at large $|z|$ and changes sign across the segment $-c<E<c$. Let

$$R(z)=s_a(z)\,s_b(z).$$

Across the gap both factors change sign, so $R$ is continuous there. Its cuts lie only on the two bands. The roots of (2) are

$$\frac{z^2+\Delta\mp R(z)}{2zt_2^2}.$$

At large $|z|$,

$$R\simeq z^2-\tfrac12(a^2+b^2)=z^2-t_1^2-t_2^2 .$$

With the upper sign the numerator tends to $\Delta+t_1^2+t_2^2=2t_2^2$, and the root tends to $1/z$, as a Green's function must. The other root grows as $z/t_2^2$. In the upper half-plane the discriminant has no zeros, so the two roots never meet there, and the choice made at large $|z|$ holds throughout. It extends to the gap by continuity. Hence

$$g_A(z)=\frac{z^2+\Delta-R(z)}{2zt_2^2},\qquad g_B(z)=\frac{z^2-\Delta-R(z)}{2zt_1^2}. \tag{3}$$

The second formula follows by exchanging $t_1$ and $t_2$, which leaves $R$ unchanged and reverses the sign of $\Delta$. This answers part (a).

### Pole and residue

Off the bands the numerators in (3) are analytic, so a pole can occur only where the denominator vanishes, at $z=0$. The value of $R$ there decides the matter. For $z=iy$ with $y>0$ we have $s_c(iy)=i\sqrt{y^2+c^2}$, and therefore

$$R(iy)=-\sqrt{(y^2+a^2)(y^2+b^2)}\;\longrightarrow\;-ab=-|\Delta| .$$

The minus sign is essential: a positive root in the gap would give the pole to the wrong termination.

For $t_1<t_2$, $\Delta$ is positive. The numerator of $g_A$ tends to $2\Delta$, so

$$g_A\simeq\frac{Z}{z},\qquad Z=\frac{2\Delta}{2t_2^2}=1-\left(\frac{t_1}{t_2}\right)^2. \tag{4}$$

The numerator of $g_B$ tends to $-\Delta+\Delta=0$. In the gap $R$ is an even function of $z$, so this numerator starts at order $z^2$ and $g_B$ at order $z$. To find the coefficient, exchange the hoppings in (2):

$$z t_1^2g_B^2-(z^2-\Delta)g_B+z=0 .$$

At first order in $z$ this reads $\Delta g_B+z=0$, or

$$g_B\simeq-\frac{z}{\Delta}. \tag{5}$$

Termination B thus has a zero where A has a pole.

If $t_1>t_2$, then $\Delta<0$ and the roles are exchanged: B has the pole, with residue $1-(t_2/t_1)^2$, and A has none. The pole belongs to the chain that ends on its weaker bond. If $t_1=t_2=t$, then $b=0$, $s_b=z$, and (3) becomes

$$g(z)=\frac{z-s_{2t}(z)}{2t^2}\;\longrightarrow\;-\frac{i}{t}\qquad(z\to i0).$$

This is finite, so neither termination has a pole. For $t=1.5$ eV the limit is $-0.667i$ eV$^{-1}$; at $z=0.02i$ eV the computed value is $-0.662i$ eV$^{-1}$.

### A check that needs no choice of root

Multiply the first relation in (1) by $t_2^2$, the second by $t_1^2$, and subtract. The products $g_Ag_B$ cancel:

$$t_2^2g_A-t_1^2g_B=\frac{\Delta}{z}. \tag{6}$$

Let $Z_A$ and $Z_B$ be the limits of $zg_A$ and $zg_B$ as $z\to i0$. They are the weights of a possible zero-energy bound state and cannot be negative. Multiplying the first relation in (1) by $z^2$ gives

$$z^2(zg_A)-t_1^2(zg_A)(zg_B)=z^2 ,$$

whose limit is $Z_AZ_B=0$. Equation (6) gives $t_2^2Z_A-t_1^2Z_B=\Delta$. For $\Delta>0$, the choice $Z_A=0$ would make $Z_B$ negative. Therefore $Z_B=0$ and $Z_A=\Delta/t_2^2$, in agreement with (4).

### The state behind the pole

At zero energy the equation on site 1 of chain A is $t_1\psi_2=0$. The equation on site 3, $t_2\psi_2+t_1\psi_4=0$, then gives $\psi_4=0$, and so on: all even sites are empty. The equation on site 2 is $t_1\psi_1+t_2\psi_3=0$, so

$$\frac{\psi_3}{\psi_1}=-\frac{t_1}{t_2},$$

and the same ratio repeats from each odd site to the next. Normalization requires

$$1=|\psi_1|^2\sum_{m=0}^{\infty}\left(\frac{t_1}{t_2}\right)^{2m}=\frac{|\psi_1|^2}{1-(t_1/t_2)^2},$$

so $|\psi_1|^2=Z$. For chain B the ratio is $-t_2/t_1$; the amplitudes grow and no normalizable state exists.

The rest of the weight on the end site lies in the bands. Just above the real axis, for $b<|E|<a$, $s_a=i\sqrt{a^2-E^2}$, while $s_b=\operatorname{sgn}(E)\sqrt{E^2-b^2}$. With $\rho=-\operatorname{Im}g/\pi$, (3) gives

$$\rho_A(E)=\frac{\sqrt{(a^2-E^2)(E^2-b^2)}}{2\pi|E|t_2^2},\qquad \rho_B(E)=\frac{t_2^2}{t_1^2}\,\rho_A(E). \tag{7}$$

Since B has no pole, its band density integrates to 1. That of A then integrates to $(t_1/t_2)^2$, which is $1-Z$.

### The attached level

Eliminating the lead gives the Green's function of the level, $G_d=1/(z-t_c^2g)$. Take $t_1<t_2$.

**Termination A.** A bound state satisfies $E=t_c^2g_A(E)$. The value $E=0$ is excluded because $g_A$ diverges there. Insert $g_A=E/t_c^2$ into (2) and divide by $E$:

$$\frac{t_2^2E^2}{t_c^4}-\frac{E^2+\Delta}{t_c^2}+1=0 .$$

Multiplying by $t_c^4$ and collecting $E^2$,

$$E^2=\frac{t_c^2(\Delta-t_c^2)}{t_2^2-t_c^2}. \tag{8}$$

Equation (2) also contains the discarded root, so (8) needs a test. In the gap $R<0$, and $|R|<E^2+\Delta$ because the discriminant is smaller than $(E^2+\Delta)^2$. The physical root is thus the larger in magnitude. The product of the roots is $1/t_2^2$, so $|t_2g_A|>1$, or $|E|>t_c^2/t_2$.

For $t_c<t_2$, square this condition, insert (8), and multiply by the positive factor $t_2^2(t_2^2-t_c^2)/t_c^2$:

$$t_2^2(\Delta-t_c^2)>t_c^2(t_2^2-t_c^2).$$

Moving all terms to the left and completing the square gives

$$(t_2^2-t_c^2)^2>t_2^4-t_2^2\Delta=t_1^2t_2^2,\qquad\text{or}\qquad t_c^2<t_2(t_2-t_1). \tag{9}$$

The energies then do lie in the gap. Using $b^2+\Delta=b(b+a)=2bt_2$, (8) gives

$$b^2-E^2=\frac{(t_c^2-bt_2)^2}{t_2^2-t_c^2}>0 .$$

The difference vanishes at the threshold, where the pair reaches the gap edges. For $t_c\ge t_2$ the condition $|E|>t_c^2/t_2\ge t_2>b$ cannot be met in the gap. One case is plain without algebra: at $t_c=t_2$, level and lead together form a B chain, which has no midgap state.

**Termination B.** By (5), near zero energy $G_d\simeq1/[z(1+t_c^2/\Delta)]$. The level stays at zero energy and keeps the weight

$$w_B=\frac{1}{1+t_c^2/\Delta}. \tag{10}$$

Exchanging the hoppings in (8) gives $E^2=-t_c^2(\Delta+t_c^2)/(t_1^2-t_c^2)$ for any other bound state. This is negative for $t_c<t_1$, so there is none at such couplings. At $t_c=t_1$ the equation $E^2(t_1^2-t_c^2)=-t_c^2(\Delta+t_c^2)$ has no solution. For $t_c>t_1$, the relation $\Delta-b^2=b(a-b)=2bt_1$ gives $b^2-E^2=-(t_c^2+bt_1)^2/(t_c^2-t_1^2)<0$, so these energies lie outside the gap. The state at zero energy is thus the only gap state for every $t_c$.

## The example in numbers

The band edges are $b=1.5-0.9=0.6$ eV and $a=2.4$ eV, and $\Delta=2.25-0.81=1.44$ eV$^2$. The residue for A is

$$Z=1-0.6^2=0.64 ,$$

and the remaining 0.36 of the end-site weight lies in the bands.

At $E=0.2$ eV, inside the gap, $R=-\sqrt{(5.76-0.04)(0.36-0.04)}=-1.353$ eV$^2$. Equation (3) then gives

$$g_A=\frac{0.04+1.44+1.353}{2(0.2)(2.25)}=3.148\ \text{eV}^{-1},\qquad g_B=\frac{0.04-1.44+1.353}{2(0.2)(0.81)}=-0.145\ \text{eV}^{-1}.$$

Multiplied by $t_c^2=0.09$ eV$^2$, these become $\Sigma_A=0.283$ eV and $\Sigma_B=-0.013$ eV. Both are real, since there are no band states into which the level could decay. They differ in sign, as the forms near zero energy show: the pole term (4) alone gives $t_c^2Z/E=0.09(0.64)/0.2=0.288$ eV for A, and the linear term (5) gives $-t_c^2E/\Delta=-0.09(0.2)/1.44=-0.0125$ eV for B.

At $E=1.2$ eV, inside the band, $R=i\sqrt{(5.76-1.44)(1.44-0.36)}=2.16i$ eV$^2$, and

$$g_A=\frac{1.44+1.44-2.16i}{2(1.2)(2.25)}=0.533-0.400i\ \text{eV}^{-1},\qquad g_B=-1.111i\ \text{eV}^{-1}.$$

The real part of $g_B$ vanishes because $E^2=\Delta$ at this energy. The self-energies are $\Sigma_A=0.048-0.036i$ eV and $\Sigma_B=-0.100i$ eV. Their imaginary parts have the ratio $0.36=(t_1/t_2)^2$ required by (7): the weight held by the midgap state of A is missing from its band.

For the level attached to A, (8) gives

$$E=\pm\sqrt{\frac{0.09\,(1.44-0.09)}{2.25-0.09}}=\pm0.237\ \text{eV}.$$

The coupling is well below the threshold $\sqrt{1.5\times0.6}=0.949$ eV. Diagonalizing a long finite chain shows that each of the two states has a weight 0.4875 on the level, which leaves 0.025 in the bands. For B, the level stays at zero with weight $1/(1+0.09/1.44)=0.941$.

## Comparison of estimate and exact result

The exact residue factorizes as

$$Z=\left(1-\frac{t_1}{t_2}\right)\left(1+\frac{t_1}{t_2}\right)=Z_{\rm est}\left(1+\frac{t_1}{t_2}\right).$$

The estimate is therefore low by a factor between 1 and 2 for every $t_1<t_2$. In the example it gives 0.4 against 0.64, a factor of 1.6. It has the right limit at $t_1\to0$ and vanishes linearly at $t_1=t_2$, as the exact residue does, but with half the slope.

The zero mode shows where the factor comes from. The estimated number of cells equals the sum of the magnitudes of the relative amplitudes, whose signs alternate,

$$\sum_m\left(\frac{t_1}{t_2}\right)^m=\frac{t_2}{t_2-t_1},$$

whereas probability requires the sum of their squares. In relative terms the difference is largest for the weight lost at small $t_1/t_2$: the estimated loss $1-Z_{\rm est}$ exceeds the exact loss $1-Z$ by the factor $t_2/t_1$. The estimate makes this loss linear in $t_1/t_2$; the exact loss is quadratic, because an admixed amplitude of order $t_1/t_2$ carries a probability of order $(t_1/t_2)^2$.

The estimated splitting fares better once the exact $Z$ is used. For small $t_c$, (8) reduces to $E^2\simeq t_c^2\Delta/t_2^2=t_c^2Z$. This gives $\pm0.3\sqrt{0.64}=\pm0.240$ eV, about 1.2% above the exact $\pm0.237$ eV. It cannot show the threshold (9), since it treats the lead as a single level and leaves out the band states.

The position of the pole at zero depends on the on-site energies of the odd sites, which carry the zero mode. A shift confined to the even sites, where the mode vanishes, leaves the state at zero. If the end site of A is shifted by a small energy $\varepsilon$, its Green's function becomes $1/(g_A^{-1}-\varepsilon)$. Near zero $g_A^{-1}\simeq z/Z$, so the pole moves to $z\simeq Z\varepsilon$. The bound state survives such a small shift, but no longer lies at midgap.

The closed forms, the residues and the bound states of the attached level are checked numerically against finite chains.

## Numbers as computed

```
first bond of termination A, t1 = 0.900 eV
first bond of termination B, t2 = 1.500 eV
coupling of attached level, tc = 0.300 eV
hopping ratio t1/t2 = 0.6000 (no unit)
gap edge t2 - t1 = 0.6000 eV
outer band edge t1 + t2 = 2.4000 eV
t2^2 - t1^2 = 1.4400 eV^2
residue A, formula = 0.640000 (no unit)
residue A, contour = 0.640000 (no unit)
residue A, finite-chain mode = 0.640000 (no unit)
residue B, contour size = 4.4e-17 (no unit)
zero mode psi_3/psi_1 = -0.600000 (no unit)
band weight at end of A = 0.360000 (no unit)
band weight at end of B = 1.000000 (no unit)
slope of g_B at zero energy = -0.69445 1/eV^2
g_A at E = 0.20 eV: real 3.14769, imag 0.00000 1/eV
sigma_A at E = 0.20 eV: real 0.28329, imag 0.00000 eV
g_B at E = 0.20 eV: real -0.14530, imag 0.00000 1/eV
sigma_B at E = 0.20 eV: real -0.01308, imag 0.00000 eV
g_A at E = 1.20 eV: real 0.53333, imag -0.40000 1/eV
sigma_A at E = 1.20 eV: real 0.04800, imag -0.03600 eV
g_B at E = 1.20 eV: real 0.00000, imag -1.11111 1/eV
sigma_B at E = 1.20 eV: real 0.00000, imag -0.10000 eV
equal hoppings 1.50 eV, z = 0.02i eV: imag g = -0.66224 1/eV
equal hoppings, same z: z*g = 0.01324 (no unit)
level on A: bound energies = +/- 0.237171 eV
level on A: weak-coupling estimate = +/- 0.240000 eV
level on A: level weight in each state = 0.487500 (no unit)
level on A: threshold coupling = 0.948683 eV
level on B: size of bound energy = 3.2e-18 eV
level on B: level weight at zero = 0.941176 (no unit)
```
